# The Image-Rounded Field-Emission Barrier and Its Differential Equation, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the barrier integral to the correction function

An electron leaves a metal through a barrier that a strong electric field has made thin. The image attraction lowers and rounds this barrier. The problem is to find how the rounding changes the tunnelling exponent, which equation the change obeys, and how well a short formula represents it.

Hartree atomic units are used, so $\hbar=m=e=1$ and $4\pi\varepsilon_0=1$. The metal surface is flat and $z$ is the distance outside it. The work function is $\phi$ and the surface field has magnitude $F$. An electron at distance $z$ is attracted by an image charge at distance $2z$, with force $1/(2z)^2$. Bringing the electron from infinity to $z$ against no other force gives the energy $-\int_z^\infty dz'/(4z'^2)=-1/(4z)$. For an electron at the Fermi level whose motion is entirely along $z$, the barrier height above its energy is therefore

$$M(z)=\phi-Fz-\frac{1}{4z}.$$

In the semiclassical approximation the wave decays at the rate $\sqrt{2M}$ where $M>0$. Its squared magnitude falls by the factor $e^{-G}$, with

$$G=2\sqrt2\int_{z_-}^{z_+}\sqrt{M(z)}\,dz,$$

where $z_\pm$ are the zeros of $M$. This needs a barrier that is thick on the scale of the decay length.

### (a) Show that the image term enters through one scaled field

*Write $G$ as the exponent of the triangular barrier times a correction $v$. Find the variable on which $v$ depends, and its values at the ends of the range.*

**Solution.** Without the image term the barrier ends at $z=\phi/F$. Use this length as the unit and put $z=(\phi/F)s$. Then $Fz=\phi s$, and with

$$f=\frac{F}{\phi^2}$$

the image term is $1/(4z)=F/(4\phi s)=\phi f/(4s)$. Hence

$$M=\phi R,\qquad R=1-s-\frac{f}{4s}.$$

Since $dz=(\phi/F)\,ds$,

$$G=2\sqrt2\,\frac{\phi^{3/2}}{F}\int_{s_-}^{s_+}\sqrt R\,ds.$$

For $f=0$ the integral is $\int_0^1\sqrt{1-s}\,ds=2/3$. Taking this factor out gives

$$G=K\frac{\phi^{3/2}}{F}\,v(f),\qquad K=\frac{4\sqrt2}{3},\qquad v(f)=\frac32\int_{s_-}^{s_+}\sqrt R\,ds.$$

The turning points solve $s^2-s+f/4=0$:

$$s_\pm=\frac{1\pm r}{2},\qquad r=\sqrt{1-f}.$$

They merge at $f=1$. The same limit follows from the barrier top. Setting $M'(z)=-F+1/(4z^2)=0$ gives $z=1/(2\sqrt F)$ and the height $\phi-\sqrt F$, which vanishes at $F=\phi^2$.

As $f\to1$ the interval shrinks to a point while $\sqrt R$ stays below one, so $v(1)=0$. As $f\to0$ the integrand tends to $\sqrt{1-s}$ at each $0<s<1$ and never exceeds it, so the limit may be taken inside the integral and $v(0)=1$. In between, $R<1-s$ gives $0<v<1$: the image attraction always reduces the exponent of this model.

The same function serves for injection into a dielectric, if the electron there has a constant effective mass $m_*$ and the image term is $1/(4\varepsilon z)$. The substitution then gives $f=F/(\varepsilon\phi^2)$, with $\phi$ the injection barrier and $F$ the field in the dielectric, and $G$ gains a factor $\sqrt{m_*}$. The function $v$ is unchanged.

### (b) Find a form that can be differentiated twice

*Explain the difficulty with the real integral, replace it by a loop integral, and find $v'(f)$.*

**Solution.** Differentiating $\sqrt R$ twice with respect to $f$ produces $R^{-3/2}$. Near a turning point $R$ vanishes linearly, so this function has no finite integral. The quantity $v''$ is finite, but it cannot be found by two differentiations under the real integral. A path that stays away from the turning points removes the difficulty.

Let $u=s-\tfrac12$ and define, for complex $s$,

$$w=u\sqrt{1-\frac{r^2}{4u^2}},\qquad w^2=u^2-\frac{r^2}{4}=s^2-s+\frac f4 .$$

The principal square root is discontinuous only where its argument is real and negative, which happens only for real $u$ with $|u|<r/2$. Thus $w$ is analytic outside the cut from $s_-$ to $s_+$. Take as path $C$ the counterclockwise circle $|u|=\rho$ with $r/2<\rho<1/2$. It surrounds the cut and leaves $s=0$ outside, so the principal $\sqrt s$ is analytic on and inside it.

On the cut put $P=-w^2=sR=(s-s_-)(s_+-s)>0$. Just above the cut at real $u=x$, the argument of the root in $w$ has a small imaginary part with the sign of $x$. The root is then $i\,\mathrm{sgn}(x)\sqrt{r^2/(4x^2)-1}$, and multiplication by $x$ gives $w=i\sqrt P$. Just below the cut, $w=-i\sqrt P$.

Now shrink $C$ onto the cut. The upper side is followed from right to left and the lower side from left to right. The two sides contribute equally:

$$\oint_C\frac{w}{\sqrt s}\,ds=-i\int_{s_-}^{s_+}\!\sqrt{\frac Ps}\,ds-i\int_{s_-}^{s_+}\!\sqrt{\frac Ps}\,ds=-2i\int_{s_-}^{s_+}\!\sqrt R\,ds .$$

The small circles around the turning points contribute nothing in the limit. Multiplication by $i/2$ isolates the real integral, so

$$v=\frac{3i}{4}\oint_C\frac{w}{\sqrt s}\,ds .$$

For a small change of $f$ the circle can stay fixed, and on it the integrand is smooth in $f$. Differentiation may go inside. From $w^2=s^2-s+f/4$ at fixed $s$,

$$2w\,\partial_f w=\frac14,\qquad \partial_f w=\frac1{8w},\qquad \partial_f^2w=-\frac{\partial_f w}{8w^2}=-\frac{1}{64w^3}.$$

The first derivative is

$$v'=\frac{3i}{32}\oint_C\frac{ds}{w\sqrt s}.$$

This integral can again be shrunk onto the cut, because a circle of radius $\epsilon$ around a turning point contributes only in proportion to $\epsilon\,\epsilon^{-1/2}$. Above the cut $1/w=-i/\sqrt P$ and below it $1/w=+i/\sqrt P$. With the directions of travel, each side gives $+i\int ds/\sqrt{sP}$, and

$$v'=\frac{3i}{32}\,(2i)\int_{s_-}^{s_+}\frac{ds}{\sqrt{sP}}=-\frac3{16}\int_{s_-}^{s_+}\frac{ds}{\sqrt{sP}}.$$

So $v$ falls as the field rises. For the second derivative the small circles would contribute in proportion to $\epsilon\,\epsilon^{-3/2}$, which diverges, so the loop must be kept at a finite distance from the turning points.

### (c) Derive the differential equation

*Find a factor $\alpha(f)$ for which $\alpha v''-v=0$, and so show that $f(1-f)v''=3v/16$.*

**Solution.** The loop form gives

$$\alpha v''-v=\frac{3i}{4}\oint_C\left[-\frac{\alpha}{64\,w^3\sqrt s}-\frac{w}{\sqrt s}\right]ds .$$

This vanishes if the bracket is the derivative $dT/ds$ of a function that returns to its starting value around $C$. Try

$$T=\frac{\sqrt s\,q(s)}{w},\qquad q=a+bs+cs^2 .$$

This $T$ is analytic on $C$. From $w^2=s^2-s+g$ with $g=f/4$ one has $dw/ds=(2s-1)/(2w)$, so

$$\frac{dT}{ds}=\frac{q}{2\sqrt s\,w}+\frac{\sqrt s\,q'}{w}-\frac{\sqrt s\,q\,(2s-1)}{2w^3}.$$

Set this equal to the bracket and multiply by $w^3\sqrt s$:

$$\left(\frac q2+sq'\right)(s^2-s+g)-\frac{s(2s-1)}2\,q=-\frac{\alpha}{64}-(s^2-s+g)^2 .$$

On the left, $q/2+sq'=\tfrac a2+\tfrac{3b}2s+\tfrac{5c}2s^2$. Its product with $s^2-s+g$ has the coefficients

$$\begin{aligned}
s^0&:\ \tfrac{ag}2, & s^1&:\ -\tfrac a2+\tfrac{3bg}2, & s^2&:\ \tfrac a2-\tfrac{3b}2+\tfrac{5cg}2,\\
s^3&:\ \tfrac{3b}2-\tfrac{5c}2, & s^4&:\ \tfrac{5c}2 .
\end{aligned}$$

The remaining term is $(\tfrac s2-s^2)q$. It adds $\tfrac a2$ to $s^1$, $\tfrac b2-a$ to $s^2$, $\tfrac c2-b$ to $s^3$ and $-c$ to $s^4$. On the right,

$$(s^2-s+g)^2=s^4-2s^3+(1+2g)s^2-2gs+g^2 .$$

Equating powers of $s$ gives five conditions:

$$\begin{aligned}
s^4&:\quad \tfrac{3c}2=-1,\\
s^3&:\quad \tfrac b2-2c=2,\\
s^2&:\quad -\tfrac a2-b+\tfrac{5cg}2=-1-2g,\\
s^1&:\quad \tfrac{3bg}2=2g,\\
s^0&:\quad \tfrac{ag}2=-\tfrac\alpha{64}-g^2 .
\end{aligned}$$

The first gives $c=-\tfrac23$ and the second $b=2(2+2c)=\tfrac43$. The fourth then reads $2g=2g$ and is satisfied. The third becomes $-\tfrac a2=\tfrac43+\tfrac{5g}3-1-2g=\tfrac13(1-g)$, so $a=-\tfrac23(1-g)$. The last condition determines the factor:

$$\alpha=64\left[\frac{g(1-g)}3-g^2\right]=\frac{64}{3}\,g(1-4g)=\frac{16}{3}\,f(1-f).$$

The loop integral of $dT/ds$ is zero, so $\alpha v''=v$, or

$$\boxed{\,f(1-f)\,v''=\frac{3}{16}\,v\,},\qquad 0<f<1 .$$

The right side is positive, so $v$ is convex. The variable matters. In terms of $y=\sqrt f$ one has $d/df=(2y)^{-1}d/dy$, hence $v''=(v_{yy}-v_y/y)/(4y^2)$, and the equation becomes $(1-y^2)(v_{yy}-v_y/y)=3v/4$.

As a check, $v$ was computed by direct quadrature of the physical barrier at $f=0.05$, $0.1$, $0.3$, $0.5$, $0.7$ and $0.9$, with $v''$ taken from differences of step $10^{-4}$. The two sides of the equation differed by at most $1.2\times10^{-7}$.

### (d) Find the behaviour at the two ends

*Find $v'(1)$ and the leading terms of $v$ at small $f$.*

**Solution.** Put $s=(1+r\cos\theta)/2$. Then $P=r^2/4-u^2=(r^2/4)\sin^2\theta$, and $ds/\sqrt P$ becomes $d\theta$ when the limits are ordered from $0$ to $\pi$:

$$v'=-\frac3{16}\int_0^\pi\frac{d\theta}{\sqrt{(1+r\cos\theta)/2}} .$$

At $f=1$, $r=0$ and the integral is $\pi\sqrt2$. Thus

$$v'(1)=-\frac{3\sqrt2\,\pi}{16}=-\frac{3\pi}{8\sqrt2}\approx-0.83304 .$$

For small $f$ the lower turning point is $s_-\approx f/4$ and the upper one is near $1$. Split $\int ds/\sqrt{sP}$ at a point $\delta$ with $s_-\ll\delta\ll1$. Below $\delta$ the factor $s_+-s$ is close to one. With $s=s_-\cosh^2x$,

$$\int_{s_-}^{\delta}\frac{ds}{\sqrt{s(s-s_-)}}=2\,\mathrm{arcosh}\sqrt{\frac{\delta}{s_-}}\approx\ln\frac{4\delta}{s_-}.$$

Above $\delta$ the turning point $s_-$ can be neglected beside $s$. With $y=\sqrt{1-s}$,

$$\int_\delta^1\frac{ds}{s\sqrt{1-s}}=\int_0^{\sqrt{1-\delta}}\frac{2\,dy}{1-y^2}=\ln\frac{1+\sqrt{1-\delta}}{1-\sqrt{1-\delta}}\approx\ln\frac4\delta .$$

The sum is $\ln(16/s_-)=\ln(64/f)$, from which $\delta$ has dropped out. Therefore

$$v'\to\frac3{16}\ln f-\frac98\ln2\qquad(f\to0).$$

Integrating from $v(0)=1$, with $\int_0^f\ln x\,dx=f\ln f-f$, gives

$$v=1+\frac3{16}f\ln f-\left(\frac3{16}+\frac98\ln2\right)f+\dots,$$

where the coefficient of $f$ is $-0.96729$. The logarithm comes from the whole range of distances between the inner turning point and the outer one, over which the image energy falls as $1/z$.

### (e) Solve the equation in a series

*Find a series for $v$ in $x=1-f$.*

**Solution.** In the angular form of $v'$, expand $(1+r\cos\theta)^{-1/2}$ in powers of $r$. Odd powers of $\cos\theta$ integrate to zero. Only powers of $r^2=x$ remain, so $v$ is a power series in $x$ for $x<1$. Since $v(1)=0$, it starts with $x$:

$$v=\sum_{n\ge1}c_nx^n,\qquad c_1=-v'(1)=\frac{3\pi}{8\sqrt2}.$$

Two derivatives in $x$ equal two in $f$, so $x(1-x)v_{xx}=3v/16$. The coefficient of $x^n$ gives $n(n+1)c_{n+1}-n(n-1)c_n=\tfrac3{16}c_n$, or

$$c_{n+1}=\frac{(n-\frac14)(n-\frac34)}{n(n+1)}\,c_n ,$$

because $n^2-n+\tfrac3{16}=(n-\tfrac14)(n-\tfrac34)$. The first terms are

$$v=\frac{3\pi}{8\sqrt2}\,x\left(1+0.09375\,x+0.03418\,x^2+0.01762\,x^3+\dots\right).$$

At $f=0.8$, $x=0.2$ and the terms shown give $0.83304\times0.2\times1.02026=0.16998$. Direct quadrature gives $0.169987$. The full series and the quadrature were compared at eight values of $f$ from $0.001$ to $0.99$, and differed by at most $4.4\times10^{-16}$.

## Second half: the approximation and its effect on the current

The symbols carried over are the work function $\phi$, the surface field $F$, the scaled field $f=F/\phi^2$ and the exponent $G=K\phi^{3/2}v(f)/F$ with $K=4\sqrt2/3$. The correction obeys $f(1-f)v''=3v/16$ with $v(0)=1$, $v(1)=0$ and $v'(1)=-0.83304$. It is convex and decreasing. At small $f$ it is $1+\tfrac3{16}f\ln f-0.96729f+\dots$. The barrier is $M=\phi-Fz-1/(4z)$, and its turning points are $z_\pm=(\phi/F)(1\pm\sqrt{1-f})/2$.

### (f) Test the short formula

*Compare $v_a=1-f+(f/6)\ln f$ with $v$. Determine the sign of its error, and the measure of error that matters for the current.*

This part has shown that the image term enters the exponent through a function $v$ of the scaled field $f$ alone, and has found its differential equation, its behaviour at both ends and a series for it. What remains is to test the short formula $v_a$ against $v$, obtain the current density, put in numbers for a metal tip and estimate the effects the model leaves out.
